\section*{Koopmans Energies as Mean Ionization Energies in the Sudden Limit}

\section{The question posed by a photoelectron spectrum}

When an energetic photon ejects an electron from an atom or molecule, the photoelectron carries away the photon energy minus the energy left in the ion. In a system with more than one electron, one orbital in general gives more than one line. Besides a main line there are shake-up lines, where the ion is left excited, and a shake-off continuum, where a second electron has left. Hartree-Fock theory offers one number per orbital, the Koopmans value $-\varepsilon_i$, which usually coincides with none of these lines. The question is what it does describe.

It is the centroid of the whole spectrum of that orbital, provided that the initial state is the Hartree-Fock determinant, that energies are counted from the Hartree-Fock energy, and that the photoelectron leaves suddenly.

\section{Amplitudes and conventions}

Nuclei are fixed and the Hamiltonian is nonrelativistic. In an orthonormal set of real spin orbitals,
\begin{equation}
H=V_{\rm nn}+\sum_{pq}h_{pq}a_p^\dagger a_q+\tfrac12\sum_{pqrs}\langle pq|rs\rangle a_p^\dagger a_q^\dagger a_s a_r ,
\label{H}
\end{equation}
where $V_{\rm nn}$ is the nuclear repulsion. Electrons 1 and 2 occupy $p,q$ on the left and $r,s$ on the right of the integral, and $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. The labels $i,j,k,l$ denote occupied orbitals and $a,b$ empty ones. The determinant $\Phi_0$ has energy $E_{\rm HF}$ and Fock matrix
\begin{equation}
f_{pq}=h_{pq}+\sum_{j}\langle pj||qj\rangle .
\label{fock}
\end{equation}
Canonical orbitals satisfy $f_{pq}=\varepsilon_p\delta_{pq}$.

Let $\Psi_n$, with energy $E_n$, be the eigenstates of the ion, and let $\kappa$ label the photoelectron orbital. The final state is $a_\kappa^\dagger\Psi_n$, with the photoelectron taken as decoupled from the ion. For the dipole operator $D=\sum_{pq}d_{pq}a_p^\dagger a_q$, moving $a_\kappa$ to the right gives
\begin{equation}
\langle\Psi_n|a_\kappa D|\Phi_0\rangle=\sum_q d_{\kappa q}\langle\Psi_n|a_q\Phi_0\rangle+\langle\Psi_n|D a_\kappa|\Phi_0\rangle .
\label{amp}
\end{equation}
The first term comes from $a_\kappa a_p^\dagger=\delta_{\kappa p}-a_p^\dagger a_\kappa$. In the remainder, $-a_p^\dagger a_\kappa a_q=a_p^\dagger a_q a_\kappa$, which is the second term. It vanishes if $\kappa$ is orthogonal to the occupied orbitals. The wave of a fast electron in the field of the ion is nearly so: its overlap with them is small compared with $d_{\kappa i}$, and the term is dropped. A plane wave does not have this property, because its overlap need not be smaller than its dipole element.

The sudden limit also requires $d_{\kappa i}$, and the density of photoelectron states, to be the same for all ion states that carry weight. The kinetic energy of the photoelectron must therefore be large compared with the spread of the spectrum. For a core level, a large photon energy alone is not enough. A common factor then drops out, and the line shape of orbital $i$ is
\begin{equation}
P_n=|\langle\Psi_n|a_i\Phi_0\rangle|^2,\qquad I_n=E_n-E_{\rm HF}.
\label{P}
\end{equation}
This is the spectrum for one spin orbital. In a closed shell the opposite spin doubles the intensity and leaves the mean unchanged.

\section{The sum rule}

The eigenstates of the ion are complete. For the continuum, sums over $n$ include integrals. Hence
\begin{align}
\sum_n P_n&=\langle\Phi_0|a_i^\dagger a_i|\Phi_0\rangle=1, \label{norm}\\
\sum_n P_nE_n&=\langle\Phi_0|a_i^\dagger H a_i|\Phi_0\rangle . \label{closure}
\end{align}
The relaxed and correlated final states have disappeared from the right-hand side. What remains is the energy of a determinant with a frozen hole.

It is useful to evaluate the more general element with $a_j$ on the right. For the one-electron part, $[a_j,a_p^\dagger a_q]=\delta_{jp}a_q$. For the two-electron part,
\begin{equation}
[a_j,a_p^\dagger a_q^\dagger a_sa_r]=\delta_{jp}a_q^\dagger a_sa_r-\delta_{jq}a_p^\dagger a_sa_r .
\end{equation}
In the second term, exchange the names $r$ and $s$, use $\langle pj|sr\rangle=\langle jp|rs\rangle$, and reorder $a_ra_s=-a_sa_r$. It then equals the first term, and the factor $\tfrac12$ is cancelled:
\begin{equation}
[a_j,H]=\sum_q h_{jq}a_q+\sum_{qrs}\langle jq|rs\rangle a_q^\dagger a_sa_r .
\label{comm}
\end{equation}
Now write $Ha_j=a_jH-[a_j,H]$. For occupied $i,j$ one has $a_j^\dagger a_i\Phi_0=\delta_{ij}\Phi_0$, so
\begin{equation}
\langle\Phi_0|a_i^\dagger a_jH|\Phi_0\rangle=\delta_{ij}E_{\rm HF}.
\end{equation}
This step does not require $\Phi_0$ to be an eigenstate of $H$. The determinant averages needed for the commutator are $\langle a_i^\dagger a_q\rangle=\delta_{iq}$ and, with $q$ occupied, $\langle a_i^\dagger a_q^\dagger a_sa_r\rangle=\delta_{ir}\delta_{qs}-\delta_{is}\delta_{qr}$. They give
\begin{equation}
\langle a_i^\dagger[a_j,H]\rangle=h_{ji}+\sum_{q\,{\rm occ}}\langle jq||iq\rangle=f_{ji}.
\end{equation}
Subtracting $E_{\rm HF}$ times the overlap $\delta_{ij}$, we obtain
\begin{equation}
\sum_n\langle a_i\Phi_0|\Psi_n\rangle I_n\langle\Psi_n|a_j\Phi_0\rangle=-f_{ij}.
\label{matrix}
\end{equation}
The diagonal element for canonical orbitals is the sum rule:
\begin{equation}
\boxed{\;\sum_nP_nI_n=-\varepsilon_i\;}
\label{rule}
\end{equation}

The off-diagonal elements matter because several orbitals can reach the same ion state. With all of them in the amplitude, individual lines contain interference terms. Equation~(\ref{matrix}) and the corresponding overlap $\delta_{ij}$ remove these terms from the total intensity and the first moment. If every $d_{\kappa i}$ can be taken as constant over the combined range of all orbitals included, the total spectrum therefore has the mean
\begin{equation}
\bar I_{\rm tot}=-\frac{\sum_i|d_{\kappa i}|^2\varepsilon_i}{\sum_i|d_{\kappa i}|^2}.
\end{equation}

\subsection{A two-electron case}

For two electrons in one spatial orbital $\varphi$, the sum can be followed by hand. Let $h$ be the one-electron energy of $\varphi$ and $J$ its Coulomb self-repulsion, and omit $V_{\rm nn}$, which cancels. Then $E_{\rm HF}=2h+J$ and $\varepsilon=h+J$. The ion has one electron, so its states are eigenfunctions $\chi_n$ of the one-electron Hamiltonian, with energies $e_n$ and $P_n=|\langle\chi_n|\varphi\rangle|^2$. Completeness gives $\sum_nP_ne_n=h$, and the mean is
\begin{equation}
h-(2h+J)=-(h+J)=-\varepsilon .
\end{equation}
The remaining electron was in an orbital shaped by repulsion. After the sudden loss of its partner this orbital is a superposition of ion states. The ground state of the ion lies below the average $h$, and the excited states balance it.

\section{Main line, satellites and width}

Choose any line $m$ and call it the main line. Since $\sum_nP_n=1$, subtracting $I_m$ from (\ref{rule}) gives
\begin{equation}
-\varepsilon_i-I_m=\sum_{n\ne m}P_n(I_n-I_m)=(1-P_m)(\bar I_{\rm sat}-I_m),
\label{balance}
\end{equation}
where $\bar I_{\rm sat}$ is the mean of all other lines. If the main line lies below the Koopmans value, the rest of the spectrum must compensate. The left side contains the energy gained when the orbitals of the ion relax. It also contains the correlation energy of the ion, because $E_n$ is a fully correlated energy while $E_{\rm HF}$ is not.

If $m$ is the lowest state with nonzero weight, every term in (\ref{balance}) is nonnegative, so $I_m\le-\varepsilon_i$. This argument does not cover a core-hole line, which has ion states with a filled core below it.

The variance shows how far the strength spreads. It is the squared norm of $(H-\langle H\rangle)a_i\Phi_0$, hence the sum of squared couplings from $a_i\Phi_0$ to all other determinants of the ion. Removing orbital $i$ changes the Fock matrix to $f_{pq}-\langle pi||qi\rangle$. The couplings are then:
\begin{itemize}
\item $l\to i$: $f_{il}-\langle ii||li\rangle=0$, since $f$ is diagonal and the integral is antisymmetric;
\item $l\to a$: $-\langle ai||li\rangle$, since $f_{al}=0$;
\item $kl\to ai$ with $k,l\ne i$: $\langle ai||kl\rangle$;
\item $kl\to ab$ with $k,l\ne i$: $\langle ab||kl\rangle$.
\end{itemize}
The second and third items together cover all pairs $k<l$, including those that contain $i$. Therefore
\begin{equation}
\sum_nP_n(I_n+\varepsilon_i)^2=\sum_{k<l,\,a}|\langle kl||ai\rangle|^2+\sum_{\substack{k<l;\;k,l\ne i\\ a<b}}|\langle ab||kl\rangle|^2 .
\label{var}
\end{equation}
The first sum is the response to the hole. It contains both the relaxation of the remaining orbitals (second item) and the filling of the hole (third item). The second is present because $\Phi_0$ is not stationary even before ionization: its electron pairs are uncorrelated, and the pairs that survive the removal of $i$ carry this defect into the ion.

\subsection{Auger decay}

A core-hole state can decay by filling the hole and ejecting another electron. It is then a resonance in a continuum, and its strength is spread over many eigenstates $\Psi_n$. Since (\ref{norm}) and (\ref{rule}) sum over all of them, decay changes neither the total weight nor the mean.

A fitted Lorentzian must not be used for this mean over an infinite range. Its tails fall as $1/E^2$, so $\int |E|\,dE/E^2$ diverges logarithmically. The true spectral function has the finite variance (\ref{var}) and must fall faster. In practice a narrow line can be represented by its area and center, with the remaining strength integrated separately.

\section{Where the equality fails}

\paragraph{Energy reference.} Energy conservation in an experiment refers to the exact initial energy $E_0$. If Hartree-Fock amplitudes are combined with $E_n-E_0$, each line moves up by $E_{\rm HF}-E_0$, and the mean becomes $-\varepsilon_i+(E_{\rm HF}-E_0)$.

\paragraph{Correlated initial state.} For an exact ground state $\Psi_0$, let $n_i=\langle a_i^\dagger a_i\rangle$. Because $a_iH\Psi_0=E_0a_i\Psi_0$, the same commutator gives
\begin{align}
\bar I_i^{\rm corr}&=-\frac{\langle\Psi_0|a_i^\dagger[a_i,H]|\Psi_0\rangle}{n_i}\notag\\
&=-\frac1{n_i}\Big(\sum_qh_{iq}\langle a_i^\dagger a_q\rangle+\sum_{qrs}\langle iq|rs\rangle\langle a_i^\dagger a_q^\dagger a_sa_r\rangle\Big).
\label{corr}
\end{align}
The averages are now correlated density matrices, and in general the result is not $-\varepsilon_i$.

\paragraph{Other determinants.} Equation~(\ref{matrix}) holds for any determinant if $E_{\rm HF}$ is replaced by its own energy expectation value and $f$ is built from its own orbitals. The mean is $-f_{ii}$, and canonical Hartree-Fock orbitals make $f_{ii}$ an orbital eigenvalue. For localized or otherwise rotated Hartree-Fock orbitals it is not an eigenvalue. A Kohn-Sham eigenvalue belongs to a different one-electron operator and in general differs from $f_{ii}$.

\paragraph{Finite photon energy.} Let a nonnegative factor $g_n$ describe how the dipole strength varies over the spectrum. With $\langle X\rangle=\sum_nP_nX_n$, the observed mean is
\begin{equation}
\frac{\langle gI\rangle}{\langle g\rangle}=-\varepsilon_i+\frac{\langle gI\rangle-\langle g\rangle\langle I\rangle}{\langle g\rangle}.
\label{cov}
\end{equation}
The covariance in the last numerator equals $\frac12\sum_{nm}P_nP_m(g_n-g_m)(I_n-I_m)$. If $g$ decreases with ionization energy, no term is positive and the mean is lowered. Closed channels are the case where $g$ drops from one to zero. A dipole strength that rises with $I_n$ has the opposite effect.

\section{Beryllium: reading the numbers}

The free beryllium atom has a core and a valence orbital and is small enough for a complete diagonalization. The basis has 15 spatial orbitals: the $s$ primitives of cc-pVDZ left uncontracted, and its contracted $p$ functions. The $d$ functions are omitted. All 1575 full configuration-interaction (CI) states of the ion with one spin-up electron removed enter the sums. The basis is small and replaces the continuum by discrete levels, so line positions, weights and variances are model results, and no Auger width can be obtained. The complete values are in the numerical output.

\subsection{The 1s hole}

The Koopmans value is 128.773 eV, and the mean over all ion states agrees with it within the test tolerance of $10^{-6}$ hartree. The main line lies at 121.665 eV and has weight 0.682. The other lines have mean energy 144.001 eV. Equation~(\ref{balance}) reads
\begin{equation}
(1-0.68176)(144.001-121.665)\ {\rm eV}=7.108\ {\rm eV},
\end{equation}
which is the distance from the main line up to the Koopmans value.

The far tail cannot be neglected. The six strongest lines carry weight 0.980, and their normalized mean is 126.8 eV. The missing 2\% of the weight has a mean near 228 eV and raises the centroid by 2.0 eV. A spectrum that looks complete by area can thus still have a visibly wrong mean.

A photon energy of 150 eV shows the same effect. If channels above 150 eV on the $E_{\rm HF}$ scale are closed and all others keep their sudden weights, 0.955 of the strength remains and the mean falls to 125.902 eV, 2.87 eV below the Koopmans value. This isolates the effect of channel closing. It is not a prediction of the spectrum at that photon energy, where slow photoelectrons violate the sudden limit.

The variance is $447.83+31.16=478.99\ {\rm eV}^2$, a standard deviation of 21.9 eV. Most of it is response to the hole.

\subsection{The 2s hole}

The Koopmans value and the spectral mean are both 8.409 eV. The main line, at 7.616 eV, has weight 0.969. The other lines have mean 33.188 eV, and the balance is $0.03102\times25.572\ {\rm eV}=0.793$ eV.

Although the main line is so dominant, the standard deviation is 20.3 eV. The two parts of the variance explain this: hole response gives 13.35 eV$^2$ and the initial-state term 398.86 eV$^2$. After removal of a spin-up 2s electron, the surviving pairs are the 1s pair and two core-valence pairs, one with parallel and one with opposite spins. After removal of a spin-up 1s electron they are the 2s pair and two core-valence pairs of the same kinds, which contribute equally by spin symmetry. The difference of the two initial-state terms is therefore the 1s-pair contribution minus the 2s-pair contribution:
\begin{equation}
398.86-31.16=367.70\ {\rm eV}^2 .
\end{equation}
The 1s pair contributes at least this much. The large 2s width thus comes mainly from the missing correlation of the core pair in $\Phi_0$, not from a strong response to the valence hole. Its value is specific to this small basis: functions that describe the core pair better increase it considerably.

\subsection{Correlation in the initial state}

Within this basis, $E_{\rm HF}$ lies 1.635 eV above the full CI ground energy. On the full CI scale the 2s main line moves from 7.616 to 9.251 eV. The Koopmans value lies between them because the lowering of the ion state is positive but smaller than the correlation energy of the neutral atom. The two omissions therefore cancel only in part:
\begin{equation}
8.409-9.251=0.793-1.635=-0.842\ {\rm eV}.
\end{equation}
The positive term is the lowering of the ion state below the frozen-hole energy, and the negative term comes from the correlation energy of the neutral atom.

Using the correlated ground state in the amplitudes as well gives the means of (\ref{corr}). For 1s the mean is 128.653 eV, 0.12 eV below Koopmans. For 2s it is 9.550 eV, 1.14 eV above. The 2s occupation per spin orbital is 0.904, so part of the ionization strength now belongs to orbitals that are empty in $\Phi_0$. The 2s mean also differs from $8.409+1.635=10.044$ eV, so a shift of the energy zero does not replace the change in the amplitudes.

\section{Water: several orbitals and a counterexample}

Water in the minimal STO-3G basis, with an O--H distance of 0.96 \AA\ and an angle of 104.5 degrees, tests the full matrix (\ref{matrix}) for five occupied orbitals. The diagonal reproduces the Koopmans values, and the largest off-diagonal element is of order $10^{-10}$ eV. With two empty spatial orbitals, this basis is meant for testing the identity, not for predicting a spectrum.

The second orbital shows that the strongest line can carry little more than half of the strength. Its Koopmans value is 34.477 eV, while its strongest line lies at 30.749 eV with weight 0.546. By (\ref{balance}), the remaining weight of 0.454 has its mean
\begin{equation}
\frac{34.477-30.749}{0.4537}\ {\rm eV}=8.2\ {\rm eV}
\end{equation}
above that line. Almost half of the strength is elsewhere, yet the centroid is unchanged.

For a determinant of local-density Kohn-Sham orbitals, the O 1s mean is 550.596 eV. This agrees with $-f_{11}$ built from the same orbitals, as (\ref{matrix}) requires. Minus the Kohn-Sham eigenvalue is 497.180 eV, lower by 53.4 eV.

\section{Notes for implementation}

The mean can be computed without any eigenstate, as $\langle a_i\Phi_0|H|a_i\Phi_0\rangle-E_{\rm HF}$. A Lanczos calculation started from $a_i\Phi_0$ gives this expectation value as its first diagonal coefficient. Only $h_{jj}$ and $\langle jk||jk\rangle$ for the spin orbitals that remain occupied enter this expectation value. Agreement with $-\varepsilon_i$ therefore checks these integrals, the normalization and the energy zero. Off-diagonal integrals among occupied orbitals, such as $h_{jk}$ with $j\ne k$, and all integrals that contain an empty orbital do not enter, so the agreement tests neither them nor the convergence of the satellites.

Full CI is sufficient but not necessary for the first moment. Let $Q$ project onto a smaller CI space that contains $a_i\Phi_0$. The eigenstates of $QHQ$ are complete in that space, and
\begin{equation}
\langle a_i\Phi_0|QHQ|a_i\Phi_0\rangle=\langle a_i\Phi_0|H|a_i\Phi_0\rangle .
\end{equation}
The mean is preserved even if the lines are poor. The variance (\ref{var}) needs more: the space must also contain $Ha_i\Phi_0$. If the space is spanned by determinants, it must then include every determinant with a nonzero coupling in the list above. A set of separately optimized ion states is in general neither orthogonal nor complete, and the closure step then does not apply.

When a measured or computed spectrum is compared with $-\varepsilon_i$, the energy zero, the upper limit of integration and the weight beyond that limit should be stated. The beryllium core spectrum shows that a few percent of missing weight can move the mean by electronvolts.

\section*{Numbers as computed}
\begin{verbatim}
Be atom: orbitals 15 , ion states 1575
Be E_HF = -14.572338 hartree
Be full CI energy = -14.632427 hartree
Be E_HF - E_FCI = 1.6351 eV
Be 1s: Koopmans value -eps = 128.7732 eV
  mean over all ion states = 128.7732 eV
  total weight = 1.000000
  main line (from E_HF) = 121.6651 eV
  main line (from E_FCI) = 123.3002 eV
  main line weight = 0.68176
  mean of all other lines = 144.0009 eV
  Koopmans minus main line = 7.1081 eV
  weighted satellite excess = 7.1081 eV
  standard deviation = 21.8858 eV
  variance, spectrum = 478.9904 eV^2
  variance, hole response = 447.8306 eV^2
  variance, initial state = 31.1598 eV^2
  correlated start: occupation = 0.99928
  correlated start: mean = 128.6527 eV
  strongest 1s lines: energy from E_HF (eV), weight
    121.665  0.68176
    135.426  0.17416
    137.001  0.02703
    138.640  0.06585
    154.606  0.02398
    160.197  0.00735
  photon energy for cutoff = 150.0 eV
  weight in open channels = 0.95458
  mean of open channels = 125.9021 eV
Be 2s: Koopmans value -eps = 8.4094 eV
  mean over all ion states = 8.4094 eV
  total weight = 1.000000
  main line (from E_HF) = 7.6161 eV
  main line (from E_FCI) = 9.2512 eV
  main line weight = 0.96898
  mean of all other lines = 33.1879 eV
  Koopmans minus main line = 0.7933 eV
  weighted satellite excess = 0.7933 eV
  standard deviation = 20.3029 eV
  variance, spectrum = 412.2058 eV^2
  variance, hole response = 13.3487 eV^2
  variance, initial state = 398.8571 eV^2
  correlated start: occupation = 0.90365
  correlated start: mean = 9.5497 eV
Water: O-H = 0.96 angstrom, angle = 104.5 degrees
Water orbital: -eps, mean, strongest line (eV), its weight
  1: 550.816  550.816  541.033  0.7829
  2: 34.477  34.477  30.749  0.5463
  3: 16.774  16.774  15.299  0.9673
  4: 12.319  12.319  9.701  0.9386
  5: 10.642  10.642  7.275  0.9250
Water largest off-diagonal moment = 1.9e-10 eV
Water LDA determinant, O 1s: mean = 550.596 eV
  minus Fock diagonal = 550.596 eV
  minus Kohn-Sham eigenvalue = 497.180 eV
\end{verbatim}
